\section*{Tersoff-Tromp islands: optimal square, elongation threshold and finite-edge correction}

\section{Definitions and conventions}

A coherent rectangular island lies on a flat substrate. Its sides $s$ and $t$ are measured at mid-height, its height $h$ is fixed, and its four facets make an angle $\theta$ with the surface. Each facet has horizontal run $w=h\cot\theta$. The misfit stress $\sigma$ is equal along both axes, and the four facets are equivalent. The substrate is an isotropic elastic half-space with shear modulus $\mu$ and Poisson ratio $\nu$. We assume $w\ll s,t$ and neglect interaction between islands.

Apart from terms that are constant per volume, the Tersoff-Tromp energy is
\begin{equation}
E=2\Gamma h(s+t)-2ch^2\left[t\ln\frac{s}{\varphi h}+s\ln\frac{t}{\varphi h}\right],
\label{tt}
\end{equation}
\begin{equation}
\varphi=e^{-3/2}\cot\theta,\qquad c=\frac{\sigma^2(1-\nu)}{2\pi\mu}.
\end{equation}
Here $\Gamma$ is a net edge energy, defined below. The algebra contains no $\hbar$, so it holds in atomic units as in any consistent set. Two results follow from (\ref{tt}). The energy per volume is lowest for a square of side
\begin{equation}
\alpha_0=e\varphi h\,e^{\Gamma/(ch)},
\label{alpha}
\end{equation}
and a square of fixed area is unstable to elongation when its side exceeds $e\alpha_0$.

The factor $e$ belongs to the energy (\ref{tt}), which treats both pairs of edges as long compared with their separation. A square does not satisfy that condition. The finite-edge energy derived below therefore gives a different threshold, and an implementation must state which energy it uses.

\section{Surface energy}

Let $\gamma_e,\gamma_t,\gamma_s,\gamma_i$ be the energies per area of the facets, the top, the bare substrate and the interface. The top has area $(s-w)(t-w)$ and the base $(s+w)(t+w)$. The mean perimeter is $2(s+t)$ and the slant height is $h\csc\theta$, so the facets have total area $2(s+t)h\csc\theta$. The base replaces bare substrate by interface, hence
\begin{align}
E_s={}&\gamma_t(s-w)(t-w)+(\gamma_i-\gamma_s)(s+w)(t+w)\nonumber\\
&+2\gamma_e(s+t)h\csc\theta\nonumber\\
={}&(\gamma_t+\gamma_i-\gamma_s)(st+w^2)+2\Gamma h(s+t),
\end{align}
\begin{equation}
\Gamma=\gamma_e\csc\theta-\tfrac12\cot\theta\,(\gamma_t+\gamma_s-\gamma_i).
\end{equation}
The volume is $V=h(st+w^2/3)$. To leading order $V=hst$, and the area term contributes the constant $(\gamma_t+\gamma_i-\gamma_s)/h$ to $E_s/V$. It drops out because $h$ is fixed. If $h$ could change, this term would have to be restored.

\section{Elastic relaxation}

\subsection{Response of the substrate}

Let the substrate occupy $z>0$. Under a load that varies as $\sin qx$ and points along $x$, it is in plane strain. Take the Airy function $\chi=Cze^{-qz}\cos qx$. It is $z$ times a harmonic function and is therefore biharmonic. Its stresses are
\begin{align}
\sigma_{zz}&=\partial_x^2\chi=-Cq^2ze^{-qz}\cos qx,\\
\sigma_{xz}&=-\partial_x\partial_z\chi=Cq(1-qz)e^{-qz}\sin qx,\\
\sigma_{xx}&=\partial_z^2\chi=C(-2q+q^2z)e^{-qz}\cos qx.
\end{align}
At $z=0$ the normal traction vanishes. The outward normal is $-\hat z$, so the applied shear load is $f=-\sigma_{xz}=-Cq\sin qx$. The surface strain is
\begin{equation}
\partial_xu=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2\mu}
=-\frac{(1-\nu)qC}{\mu}\cos qx.
\end{equation}
Integration over $x$ gives $u=-(1-\nu)C\sin qx/\mu$, that is,
\begin{equation}
u=\frac{1-\nu}{\mu q}\,f.
\label{response}
\end{equation}

\subsection{Interaction of force densities}

Let $\eta(\mathbf r)$ be the local film thickness. The film carries the force per length $\sigma\eta$, and its balance of forces requires it to load the substrate with $\mathbf f=\sigma\nabla\eta$. When the surface moves by $\mathbf u$, the film energy changes to first order by
\begin{equation}
\int\sigma\eta\,\nabla\!\cdot\mathbf u\,d^2r=-\int\mathbf f\cdot\mathbf u\,d^2r,
\end{equation}
after integration by parts. The substrate stores $+\frac12\int\mathbf f\cdot\mathbf u\,d^2r$. The sum is $E_r=-\frac12\int\mathbf f\cdot\mathbf u\,d^2r$. This holds for small slopes and for a film thin enough that its own stiffness does not limit the relaxation.

Since $\mathbf f$ is a gradient, each Fourier component points along its wave vector, and (\ref{response}) applies to all of them:
\begin{equation}
E_r=-\frac{1-\nu}{2\mu}\int\frac{d^2q}{(2\pi)^2}\frac{|\mathbf f_{\mathbf q}|^2}{q}.
\end{equation}
To return to real space, use
\begin{equation}
\int d^2r\,\frac{e^{i\mathbf q\cdot\mathbf r}}r=2\pi\int_0^\infty J_0(qr)\,dr=\frac{2\pi}{q}.
\end{equation}
Thus $1/q$ is the transform of $1/(2\pi r)$, and
\begin{equation}
E_r=-\frac c2\iint\frac{\nabla\eta(\mathbf r)\cdot\nabla\eta(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.
\label{kernel}
\end{equation}
The energy depends on $\sigma^2$, so tensile and compressive misfit are equivalent here.

\subsection{The rectangle}

The gradient is $h/w$ on the ramps and zero elsewhere. It has opposite signs on opposite edges, and perpendicular edges do not couple because their gradients are orthogonal. Two parallel lines of length $t$ at distance $x$ contribute
\begin{align}
I(x,t)&=2\int_0^t\frac{t-v}{\sqrt{x^2+v^2}}\,dv\nonumber\\
&=2\left[t\,\mathrm{arsinh}\frac tx-\sqrt{t^2+x^2}+x\right].
\end{align}
For $x\ll t$ this becomes $2t[\ln(2t/x)-1]$. Within one ramp, the distance between two points has density $2(w-x)/w^2$, and the mean logarithm is
\begin{equation}
\langle\ln x\rangle=\ln w+2\int_0^1(1-p)\ln p\,dp=\ln w-\tfrac32.
\end{equation}
One edge therefore has the self-term $S=2t[\ln(2t/w)+\frac12]$. With $D=\sqrt{s^2+t^2}$, opposite edges have the cross-term $I(s,t)=2[t\ln((t+D)/s)-D+s]$. The pair of length $t$ gives
\begin{align}
E_t&=-\frac{ch^2}{2}\,[2S-2I(s,t)]\nonumber\\
&=-2ch^2\left[t\ln\frac{2st}{w(t+D)}+\frac t2+D-s\right].
\label{pair}
\end{align}
Adding the other pair, with $s$ and $t$ exchanged, gives $E_r=-2ch^2B$, where
\begin{align}
B={}&t\ln\frac{2st}{w(t+D)}+s\ln\frac{2st}{w(s+D)}\nonumber\\
&+2D-\frac{s+t}{2}.
\label{finite}
\end{align}
Corrections from the finite ramp width at the corners are smaller by a factor of order $w/s$.

For $t\gg s$, $D\to t$ and the bracket in (\ref{pair}) tends to $t[\ln(s/w)+\frac32]=t\ln[s/(\varphi h)]$. The Tersoff-Tromp form uses this limit for both pairs, and adding $2\Gamma h(s+t)$ gives (\ref{tt}).

\section{The optimal square}

Consider a fixed total volume shared among islands that may choose $s$ and $t$. The quantity to minimise is then $E/V$. Dividing (\ref{tt}) by $hst$ separates the variables, $E/V=G(s)+G(t)$, with
\begin{align}
G(s)&=-\frac{2ch}{s}\left[\ln\frac{s}{\varphi h}-\frac{\Gamma}{ch}\right]\nonumber\\
&=-\frac{2ch}{s}\left[1+\ln\frac{s}{\alpha_0}\right].
\end{align}
The second line uses (\ref{alpha}). Differentiation gives
\begin{equation}
G'(s)=\frac{2ch}{s^2}\left[1+\ln\frac s{\alpha_0}-1\right]=\frac{2ch}{s^2}\ln\frac{s}{\alpha_0}.
\end{equation}
$G$ falls for $s<\alpha_0$ and rises for $s>\alpha_0$. The same holds for $t$, so $s=t=\alpha_0$ is the unique global minimum of this energy, with $E/V=-4ch/\alpha_0$. An infinite wire of width $\alpha_0$ reaches half that depth, since $G(t)\to0$. The side grows exponentially with $\Gamma/(ch)$: for $\Gamma>0$, costly edges or weak strain push the optimum to large islands.

\section{Elongation at fixed area}

Now hold $h$ and the area $st=a^2$ of one island fixed, and put $s=ae^{-u}$, $t=ae^{u}$, $L=\ln(a/\alpha_0)$. Multiplying $G(s)+G(t)$ by $ha^2$ gives
\begin{align}
E&=-2ch^2a\left[e^u(1+L-u)+e^{-u}(1+L+u)\right]\nonumber\\
&=-4ch^2a\left[(1+L)\cosh u-u\sinh u\right].
\label{stretch}
\end{align}
Expansion about the square yields
\begin{align}
E=-4ch^2a\Big[&1+L+\frac{L-1}{2}u^2\nonumber\\
&+\frac{L-3}{24}u^4+\dots\Big].
\end{align}
The coefficient of $u^2$ in $E$ is $2ch^2a(1-L)$. It is positive for $L<1$ and negative for $L>1$, which puts the loss of stability at $a=e\alpha_0$. At $L=1$ the quartic term is $+\frac13ch^2au^4$, so the square is still a minimum there.

The full derivative of (\ref{stretch}) is
\begin{equation}
\frac{dE}{du}=4ch^2a\,[u\cosh u-L\sinh u].
\end{equation}
An elongated stationary shape therefore obeys
\begin{equation}
u\coth u=L.
\label{root}
\end{equation}
The left side starts at 1 and increases for $u>0$, because its derivative is $(\sinh u\cosh u-u)/\sinh^2u>0$. For $L\le1$ the square is the only stationary shape and the minimum. For $L>1$ there is one pair $\pm u$, the two orientations of the same minimum. Near threshold $u^2\simeq3(L-1)$, so elongation sets in continuously.

In terms of the aspect ratio $r=t/s=e^{2u}$, (\ref{root}) gives $\ln(s/\alpha_0)=L-u=2u/(e^{2u}-1)$ and $\ln(t/\alpha_0)=L+u$, or
\begin{equation}
s=\alpha_0\,r^{1/(r-1)},\qquad t=\alpha_0\,r^{r/(r-1)}.
\label{sizes}
\end{equation}
As the island grows, its width shrinks from $e\alpha_0$ towards $\alpha_0$ and its length takes up the added area. Physically, the two terms in (\ref{stretch}) compete. For a large island the net energy of an edge, cost minus relaxation, is negative, so the extra edge length gained by elongation lowers the energy through $(1+L)\cosh u$. Bringing the long edges closer weakens their relaxation, which is the cost $u\sinh u$. The gain wins for $L>1$.

For a numerical solution, $L-1<u<L$ brackets the root of (\ref{root}), since $1<\coth u<1+1/u$. It is best to work with $\ln\alpha_0$, because the exponent can be large.

\section{Finite edge length}

We now repeat the analysis with (\ref{finite}). Let $d=D/a=\sqrt{2\cosh2u}$ and $M=\ln(a/w)-\Gamma/(ch)$. Separating the logarithms in $B$ gives
\begin{align}
E&=-2ch^2a\,[2M\cosh u-2u\sinh u+g(u)],\\
g(u)&=p(u)+p(-u)+2d-\cosh u,\\
p(u)&=e^u\left[\ln2-\ln(1+k)\right],\quad k=\sqrt{1+e^{-4u}}.
\end{align}
The Tersoff-Tromp form corresponds to $g=3\cosh u$. Since $\alpha_0=e^{-1/2}we^{\Gamma/(ch)}$, we have $L=M+\frac12$.

At $u=0$, $k=\sqrt2$, $k'=-\sqrt2$ and $k''=3\sqrt2$. Write $\lambda=\ln[2/(1+\sqrt2)]$. The square bracket in $p$ then has value $\lambda$, first derivative $2-\sqrt2$ and second derivative $-\sqrt2$. Hence $p''(0)=\lambda+2(2-\sqrt2)-\sqrt2=\lambda+4-3\sqrt2$. With $d(0)=\sqrt2$ and $d''(0)=2\sqrt2$,
\begin{align}
g(0)&=2\lambda+2\sqrt2-1,\\
g''(0)&=2\lambda+7-2\sqrt2.
\end{align}
Among squares, $E/V=-(2ch/a)[2M+g(0)]$ is stationary when $2M+g(0)=2$. Stability is lost when the $u^2$ coefficient $M-2+g''(0)/2$ vanishes. In terms of $\alpha_0$,
\begin{align}
a_{\rm best}&=\alpha_0\exp(2-\sqrt2-\lambda)=2.17\,\alpha_0,\\
a_{\rm unst}&=\alpha_0\exp(\sqrt2-1-\lambda)=1.83\,\alpha_0,\\
\frac{a_{\rm unst}}{a_{\rm best}}&=e^{2\sqrt2-3}=0.842.
\end{align}
On an isotropic substrate the best square is already past its stability limit. It is a saddle: $E/V$ rises if the square changes size and falls if it elongates. In the Tersoff-Tromp energy the optimal square is stable, and squares remain stable up to $e$ times its side. The factor $e$ is thus a product of the long-edge approximation. The ratio 0.842 lies close to one, and elastic anisotropy can carry it above one, as the last section shows for silicon.

The length $\alpha_0$ keeps a meaning as the width of a long island. For $t\gg s$, (\ref{finite}) becomes $t[\ln(s/w)+\frac32]+s[\ln(2s/w)-\frac12]$. At $s=\alpha_0$,
\begin{equation}
\frac EV\simeq-\frac{2ch}{\alpha_0}\left[1-(1-\ln2)\frac{\alpha_0}{t}\right].
\end{equation}
On an isotropic substrate the ends cost energy, so a long island gains by growing longer. The wire limit $-2ch/\alpha_0$ also lies below the best square, which has $-4ch/a_{\rm best}=-1.84\,ch/\alpha_0$.

\section{Worked example}

The inputs are rough values for CoSi$_2$ on Si(001) during a 900 K anneal. The height is $h=12$ nm, and \{311\} facets give $\theta=25.24^\circ$ and $w=25.46$ nm. We take $\gamma_e=7.5$, $\gamma_t=\gamma_s=8.7$ and $\gamma_i=2.4$ eV/nm$^2$. A misfit of 1.20\% at 300 K and an expansion difference of $6\times10^{-6}$ K$^{-1}$ leave 0.84\% at 900 K. A film biaxial modulus of 200 GPa then gives $\sigma=1.68$ GPa. The substrate has $\mu=65$ GPa and $\nu=0.22$. Then
\begin{align}
\Gamma&=7.5(2.345)-\tfrac12(2.121)(15.0)\nonumber\\
&=1.68\ \mathrm{eV/nm^2},\\
c&=\frac{(1.68)^2(0.78)}{2\pi(65)}\,\mathrm{GPa}=0.0336\ \mathrm{eV/nm^3}.
\end{align}
Thus $ch=0.404$ eV/nm$^2$, $\Gamma/(ch)=4.16$, and
\begin{equation}
\alpha_0=e^{-1/2}(25.46\ \mathrm{nm})e^{4.159}=988\ \mathrm{nm}.
\end{equation}
The Tersoff-Tromp threshold is $e\alpha_0=2687$ nm, or 2.69 $\mu$m. At the optimal square, $E/V=-1.63$ meV/nm$^3$.

Numerical minimisation of (\ref{tt}) over $u$ at fixed area gives the following shapes beyond threshold. The digits serve to check the formulas and are not predictions of that accuracy.
\begin{center}
\begin{tabular}{rrrr}
$a/(e\alpha_0)$ & width (nm) & length (nm) & $t/s$\\
1.1 & 1722 & 5071 & 2.94\\
1.5 & 1278 & 12712 & 9.95\\
3.0 & 1062 & 61189 & 57.6
\end{tabular}
\end{center}
A side 10\% above threshold already gives an aspect ratio near three, because $u$ grows as the square root of $L-1$. The first island gains 402 eV over its square, against a thermal energy of 0.078 eV. At threshold itself, setting $\frac13ch^2au^4$ equal to the thermal energy gives $u\approx0.07$, so thermal blurring of the shape is slight. These shapes belong to (\ref{tt}) with the isotropic substrate. With finite edges and the $\langle110\rangle$ anisotropy of the next section the threshold is about 3070 nm, so a square with the area of the first row (side 2955 nm) is still stable, and the other two rows have aspect ratios near 5.6 and 31.

With finite edges and the isotropic substrate, the best square has side 2143 nm and the instability comes at 1805 nm. For these inputs the anisotropy of silicon reverses this order and that of the two energies that follow, by small margins, as shown in the next section. The energies per volume are $-0.75$ meV/nm$^3$ for the best square and $-0.82$ meV/nm$^3$ for the wire.

\section{Use for real silicide islands}

The exponential leaves $\alpha_0$ uncertain by more than an order of magnitude here. Raising $\gamma_e$ by 1\% moves it from 988 to 1528 nm, since $\Gamma$ is a small difference of large terms. Surface energies are not known that well. A change of $\pm5\%$ in $\gamma_e$ gives 8700 and 112 nm, and a fall of 10\% makes $\Gamma$ negative and $\alpha_0$ smaller than $w$, outside the model. The facet slope, 0.47, is not small, but this matters less: full plane-strain elasticity for a ridge of this shape, 1 to 2 $\mu$m wide and with film Poisson ratio 0.33, changes the bracket $\ln(s/w)+\frac32$ by only 0.03 to 0.06, and so $\alpha_0$ by a few per cent. Silicon is also elastically anisotropic. The factor $(1-\nu)/\mu=0.0120$ GPa$^{-1}$ stands for the longitudinal compliance of the (001) surface. With $c_{11},c_{12},c_{44}=165.7,63.9,79.6$ GPa this compliance is 0.0123 GPa$^{-1}$ for loads along $\langle100\rangle$ and 0.0111 GPa$^{-1}$ along $\langle110\rangle$, which gives $\alpha_0$ of about 900 and 1400 nm. The \{311\} facets meet (001) along $\langle110\rangle$, so the second value applies to this island. A finite rectangle also samples the compliance $C(\phi)$ at every angle $\phi$ from the edge normal. With $c$ built from $C(0)$, the radial integral over $q$ adds to $B$ in (\ref{finite}) the term
\[
\int_0^{\pi/2}\left[\frac{C(\phi)}{C(0)}-1\right]\frac{\min(s\cos\phi,\,t\sin\phi)}{\cos^2\phi\,\sin^2\phi}\,d\phi .
\]
For edges along $\langle110\rangle$ this gives $a_{\rm best}=1.90\,\alpha_0$ and $a_{\rm unst}=2.19\,\alpha_0$. The best square is then stable, its energy $-2.10\,ch/\alpha_0$ lies below the wire, and the end coefficient $1-\ln2$ is replaced by $-0.15$. For edges along $\langle100\rangle$ the ratio $a_{\rm unst}/a_{\rm best}$ falls to 0.64. Whether the best square is stable thus depends on the anisotropy and the edge direction. These values also require low coverage. For $\langle110\rangle$ edges, elastic repulsion in a square array of islands raises the best side by 3 to 5\% at 10\% coverage and by 10 to 15\% at 20\% coverage, where the order of squares and stripes depends on the orientation of the array. Using the 300 K misfit gives about 120 nm, where $w/\alpha_0\approx0.2$ and the assumption $w\ll s$ is marginal, so the strain must be that of the temperature at which the shape forms. An expansion difference of 5 or $7\times10^{-6}$ K$^{-1}$ moves $\alpha_0$ from 988 nm to about 580 or 1900 nm, and a film modulus of 220 or 180 GPa moves it to about 480 or 2600 nm.

Coherence is a further condition. For a $60^\circ$ dislocation with Burgers length $b=0.384$ nm, half of which relieves misfit, we estimate the critical thickness by equating driving force and line tension,
\begin{equation}
\frac{\sigma hb}{2}=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].
\end{equation}
The numerical root is 12.9 nm, barely above the chosen height. The same balance gives 8.1 nm with the 300 K stress of 2.4 GPa, and 5.6 nm for a pure edge dislocation whose whole Burgers vector relieves misfit. Both lie below the chosen height, so coherence of this island is an assumption, not a result. Dislocations would lower $\sigma$, and with it $c\propto\sigma^2$, and so raise $\alpha_0$.

The fixed height is the strongest constraint. The omitted area term is 200 meV/nm$^3$, over a hundred times the energy that selects the side. Being positive and proportional to $1/h$, it favours thicker islands, so the results apply only while thickening is kinetically blocked. Its small $w^2$ remainder adds $\frac23(200)(w/\alpha_0)^2\approx0.09$ meV/nm$^3$ to the optimal square. Because it varies as $1/(st)$, it moves the minimum of $E/V$ among squares to $\ln(a/\alpha_0)\approx0.09\,\alpha_0/(2ch)\approx0.1$, with $ch$ in meV/nm$^2$ and $\alpha_0$ in nm, so the optimal side grows by about a tenth. At fixed area and height this remainder is constant and does not affect elongation. It does penalise squares against an infinite wire. For $\langle110\rangle$ edges on silicon it moves the best square to $1.98\,\alpha_0$ and $-2.06\,ch/\alpha_0$. Lowering $\gamma_e$ by about 2\% then brings the square level with the wire, and lowering it by about 3\% carries $a_{\rm best}$ past $a_{\rm unst}$, so neither ordering is secure for this island.

The model also omits surface stress and the softening of the moduli on heating. A net surface stress jump of $\pm1$ N/m across the edge, spread over the facet and added to $\sigma h=20$ N/m, moves $\alpha_0$ from 988 nm to about 670 or 1540 nm (about 700 or 1440 nm if it acts on a line at the foot), and lowering both moduli by 5\% moves it to 1230 nm. It further omits islands that grow into the silicon, and unequal misfit or edge energies along the two axes. Unequal axes favour a rectangle already below threshold, except at a size where the two differences happen to cancel, so an elongated island is not by itself evidence for this instability.

Numbers in the example were calculated in double precision.
